# Random Hopping at Zero Energy: Localization Without an Exponential Law

**Q:** I have a chain whose nearest-neighbour hoppings are random. One-dimensional disorder localizes every state exponentially, so one length should give me all the others. At the band centre I find a typical amplitude factor of 0.136 over 33 nm. Over 528 nm, sixteen times as far, I therefore expect $0.136^{16}\approx10^{-14}$. Is anything wrong with that?

**A:** The extrapolation is wrong, because your chain has a special energy. Let $t_n>0$ be the hopping between sites $n$ and $n+1$, and let there be no site energies:

$$t_n\psi_{n+1}+t_{n-1}\psi_{n-1}=E\psi_n .$$

I assume that the $t_n$ are independent, have the same distribution, and that $\sigma^2=\mathrm{Var}(\ln t)$ is finite. At $E=0$ the middle site drops out:

$$\psi_{n+1}=-\frac{t_{n-1}}{t_n}\,\psi_{n-1}.$$

Even and odd sites no longer talk to each other. Take an open chain with sites $0,\dots,2K$. The equation at site 0 reads $t_0\psi_1=0$, so all odd amplitudes vanish. The equations at the odd sites then fix every even amplitude from $\psi_0$, which gives one zero-energy state. Taking logarithms,

$$S_k\equiv\ln\left|\frac{\psi_{2k}}{\psi_0}\right|=\sum_{j=1}^{k}\left(\ln t_{2j-2}-\ln t_{2j-1}\right).$$

Each bracket is a difference of two independent variables with equal means. Its mean is therefore zero and its variance is $2\sigma^2$. Over $n=2k$ sites the variance of $S_k$ is $2k\sigma^2=\sigma^2n$. The log-amplitude is an unbiased random walk.

For large $n$ the sum is nearly Gaussian with width $s=\sigma\sqrt n$, so its mean size is

$$\langle|S|\rangle=\frac{2}{s\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/2s^2}dx=\sigma\sqrt{\frac{2n}{\pi}} .$$

Sixteen times the distance multiplies this by four, not by sixteen.

**Q:** An unbiased walk goes up as often as down. How can you call that decay?

**A:** From an arbitrary site you cannot. Decay has a definite meaning when it is measured from the maximum of the state, and there the walk is conditioned to stay below its starting value.

Let $x>0$ be the drop at distance $n$ from the maximum. A Gaussian walk that starts just off an absorbing wall at $x=0$ has, by the method of images, a surviving density proportional to $x\,e^{-x^2/2s^2}$. It must also survive the rest of a long chain, and the chance of that is proportional to $x$ while $x$ is small compared with the walk's spread over the remaining length. The density of the drop is the product, $x^2e^{-x^2/2s^2}$, so

$$\langle x\rangle=\frac{\int_0^\infty x^3e^{-x^2/2s^2}dx}{\int_0^\infty x^2e^{-x^2/2s^2}dx}=\frac{2s^4}{s^3\sqrt{\pi/2}}=2\sigma\sqrt{\frac{2n}{\pi}} .$$

This is the leading law for $\sigma\sqrt n\gg1$ and $n$ far below the chain length. The typical profile around the peak is $\exp(-2\sigma\sqrt{2n/\pi})$, an exponential of the square root of distance.

I tested it on hoppings drawn uniformly between 0.5 and 1.5, for which $\sigma=0.308$. The added drop between 50 and 200 sites from the peak was 3.29, against 3.47 from the law. The sample lies 5% below the law; for the unconditioned walk the mean signed drop is zero, and $\langle|S|\rangle$ would add only half the law's value.

**Q:** The growth rate per site, $S/n$, now tends to zero. Surely a vanishing Lyapunov exponent means an extended state that conducts?

**A:** It means that there is no exponential rate, and no more than that. Transmission shows the difference. Attach clean leads with hopping $\bar t$ to sites $0$ and $N$, with $N$ even. In the leads $E=2\bar t\cos k=0$ gives $k=\pi/2$, so write

$$\psi_n=i^n+r\,i^{-n}\ (n\le0),\qquad \psi_n=\tau\,i^{\,n-N}\ (n\ge N).$$

With $\bar t>0$ the group velocity $\hbar^{-1}dE/dk$ is negative at $k=\pi/2$, so $i^n$ travels to the left. The state written here is therefore the complex conjugate of one with a wave incident from the left. The chain equation is real, so both are solutions and have the same $|\tau|^2$.

Then $\psi_0=1+r$, $\psi_{-1}=-i(1-r)$, $\psi_N=\tau$ and $\psi_{N+1}=i\tau$. Let $X=S_{N/2}$ and $\eta=(-1)^{N/2}$. The even sites take $N/2$ steps from $0$ to $N$:

$$\tau=\eta\,e^{X}(1+r).$$

The odd sites take one step more, from $-1$ to $N+1$. Their hopping ratios are inverted, and $\bar t$ enters once above and once below, so it cancels:

$$i\tau=-\eta\,e^{-X}\,[-i(1-r)]\quad\Rightarrow\quad \tau=\eta\,e^{-X}(1-r).$$

Hence $\eta\tau e^{-X}=1+r$ and $\eta\tau e^{X}=1-r$. Adding them gives $2\eta\tau\cosh X=2$, and

$$T=|\tau|^2=\frac{1}{\cosh^2X}.$$

An upward walk blocks the wave as well as a downward one, since one sublattice shrinks when the other grows. For $\sigma\sqrt N\gg1$ we have $\ln\cosh X\approx|X|-\ln2$ in most samples, so

$$\langle\ln T\rangle\approx-2\sigma\sqrt{\frac{2N}{\pi}}+2\ln2 .$$

The mean of $T$ itself comes from the samples with $|X|\lesssim1$. There the Gaussian density is nearly $1/(\sigma\sqrt{2\pi N})$, and $\int_{-\infty}^{\infty}\cosh^{-2}X\,dX=2$, so

$$\langle T\rangle\approx\frac{1}{\sigma}\sqrt{\frac{2}{\pi N}} .$$

For $\sigma\sqrt N\gg1$ a typical sample is nearly opaque, while the minority with $|X|<1$ carries a share $\tanh1\approx0.76$ of the average. For 400 bonds with the uniform hoppings above, sampling gave $\langle\ln T\rangle=-8.56$ and $\langle T\rangle=0.131$; the laws give $-8.44$ and $0.130$.

**Q:** Put my own chain through this. It is meant as a path of metal $s$ orbitals in an amorphous oxide.

**A:** Take rough values in the regime of amorphous indium–gallium–zinc oxide: site spacing $a=0.33$ nm and effective mass $0.34\,m_e$. Matching the bottom of a clean chain's band gives $t=\hbar^2/(2ma^2)=1.03$ eV. If hopping falls as $e^{-d/\lambda}$ with $\lambda=0.10$ nm, and the distances $d$ are independent with a Gaussian spread of 0.025 nm, then $\sigma=0.025/0.10=0.25$. Independence matters. If atoms are instead displaced independently from a regular lattice, each displacement lengthens one bond and shortens the next, so it enters the alternating sum twice. For the same bond spread the walk's variance then doubles, and the log changes below grow by $\sqrt2$.

Over 33 nm there are 100 bonds, and the mean log change is $0.25\sqrt{200/\pi}=1.995$. That matches your factor $e^{-1.995}=0.136$, read as the size of the change; from an arbitrary site the amplitude rises by such a factor as often as it falls. Over 528 nm there are 1600 bonds, the log change is $4\times1.995=7.98$, and the factor is $3.4\times10^{-4}$. Your exponential law gives $1.4\times10^{-14}$.

| Length | Typical $T=e^{\langle\ln T\rangle}$ | Mean $T$ |
|---|---|---|
| 33 nm | 0.058 | 0.30 |
| 132 nm | 0.0012 | 0.16 |
| 528 nm | $4.4\times10^{-7}$ | 0.080 |

The table averages $T=1/\cosh^2X$ and $\ln T$ over a Gaussian $X$ of width $\sigma\sqrt N$. The asymptotic laws alone would give 0.074 and 0.32 at 33 nm, and they approach the table as the length grows. From 132 to 528 nm the mean halves, as $N^{-1/2}$ requires, while the typical value falls by a factor of more than 2000.

**Q:** How delicate is this? Suppose the strong and weak bonds alternate slightly, or the sites have different energies.

**A:** Either one restores an exponential. If the mean of $\ln t$ differs by $\delta$ between alternate bonds, each bracket in $S_k$ has mean $\pm\delta$. One sublattice then grows steadily by $|\delta|$ per two sites, so $\gamma=|\delta|/2$ per site. A test with $\delta=0.10$ gave $0.0499$.

Site energies bring the middle site back into the recursion and tie the sublattices together. I followed the log-amplitude at $E=0$ from 2000 to 8000 sites with $\sigma=0.25$ throughout. With pure hopping disorder it grew by a factor 1.94, near the 2 of a square root. With site energies of spread 0.10 eV it grew by 3.94, near the 4 of an exponential.

**Q:** And a state slightly off zero energy?

**A:** It is exponentially localized, with a length that grows only logarithmically as $E\to0$. Measure energies in units of the geometric-mean hopping, take $E>0$, and define $r_n=t_n\psi_{n+1}/\psi_n$. Dividing the chain equation by $\psi_n$ gives

$$r_n=E-\frac{t_{n-1}^2}{r_{n-1}} .$$

Let $v_n=(-1)^n\ln|r_n|$. Where $E$ is negligible, $\ln|r_n|=2\ln t_{n-1}-\ln|r_{n-1}|$, so

$$v_n=v_{n-1}+2(-1)^n\ln t_{n-1},$$

a free walk with variance $4\sigma^2$ per site. Now start with $r_n>0$ on even sites and $r_n<0$ on odd ones.

- On even sites both terms of $r_n$ are positive, so $r_n\ge E$ and $v_n\ge\ln E$. This is a reflecting wall at $v=-\Lambda$, with $\Lambda\approx\ln(1/E)$.
- On odd sites $r_n$ changes sign once $r_{n-1}>t_{n-1}^2/E$, that is, near $v=+\Lambda$. This wall ends the crossing. The sublattices then swap roles, and the walk returns from $+\Lambda$ to $-\Lambda$.

Let $y$ be the distance from the reflecting wall. The mean time $\mathcal T(y)$ to reach the other wall obeys $2\sigma^2\mathcal T''=-1$, with $\mathcal T'(0)=0$ and $\mathcal T(2\Lambda)=0$. Hence $\mathcal T(0)=(2\Lambda)^2/4\sigma^2=\Lambda^2/\sigma^2$ sites.

For the growth, sum $\ln|\psi_{n+1}/\psi_n|=\ln|r_n|-\ln t_n$ in pairs, each even $n$ with $n-1$. The recursion gives

$$\ln|r_n|+\ln|r_{n-1}|=2\ln t_{n-1}+p_n,\qquad p_n=\ln\left|1-\frac{E\,r_{n-1}}{t_{n-1}^2}\right| .$$

The $\ln t$ terms average to zero. For even $n$ the left side is also $v_n-v_{n-1}$, so $p_n$ is the push that the wall gives to $v$. A fair walk has no mean displacement when it is stopped, so the pushes must supply the whole $2\Lambda$ of the upward crossing. On the way back the pushes fall on odd $n$, and the even pairs collect only terms of order one. Two crossings thus add $2\Lambda$ to the log-amplitude, one adds $\Lambda$, and

$$\gamma\approx\frac{\Lambda}{\Lambda^2/\sigma^2}=\frac{\sigma^2}{\Lambda}.$$

For weak disorder the wall is soft. Its push, of order $E/|r|$, matches the diffusion of order $\sigma^2$ at $|r|\sim E/\sigma^2$, so $\Lambda\approx\ln(\sigma^2t/|E|)$ plus a constant, in ordinary units. The law therefore needs $|E|\ll\sigma^2t$ as well as $|E|\ll t$.

The constant cancels in a difference, up to corrections of order $1/\Lambda$. For $\sigma=1$, lowering $E$ from $10^{-3}$ to $10^{-9}$ should raise $1/\gamma$ by $\ln10^6=13.8$ sites; the recursion gave 13.5. In your chain the decay length $\xi=a/\gamma$ is 29 nm at 1 meV and 64 nm at 1 µeV. The law's difference is $0.33\times\ln(1000)/0.25^2=36$ nm, against 35 nm found.

**Q:** Then would I see the square-root law in an oxide film?

**A:** I would not expect it. In a transistor of this material the Fermi level lies near the conduction-band edge, whereas the centre of this model band is 2.06 eV above its clean bottom. At 0.10 eV above that bottom, the same chain has $\xi=2.1$ nm.

Even at the centre, each neglected effect sets a limit within tens of nanometres. Added one at a time, with $\sigma$ and $t$ fixed, they give:

- **Temperature.** At 300 K, $kT=26$ meV is not small against $\sigma^2t=64$ meV, and a state at $E=kT$ has $\xi=15$ nm. Phases also spread. In the clean chain $|dE/dk|=2t$ per site near the centre, so an energy change $kT$ shifts the phase by one radian over $2ta/kT=26$ nm. Hopping disorder crowds states towards the centre. The phase per site is $\pi$ times the number of states per site in the interval, and for the interval from $0$ to $kT$ this shortens the length to about 18 nm.
- **Site disorder.** An assumed spread of 0.10 eV gives $\xi=14$ nm.
- **Second neighbours.** The same law $e^{-d/\lambda}$ gives a second-neighbour hopping of $e^{-a/\lambda}t=e^{-3.3}t\approx38$ meV. It links sites of the same sublattice, so the two-step recursion is lost and the centre moves by about $-75$ meV. On energies spaced 6 meV apart around that point, the longest decay length is about 22 nm.
- **Lateral hopping.** Couple two such chains by rungs $\rho_n$ drawn from the same distribution. At $E=0$ the amplitudes $a_n$ on one sublattice, one per column, obey $t_na_{n+1}+\rho_na_n+t_{n-1}a_{n-1}=0$, with $t_n$ and $t_{n-1}$ on the leg opposite to $a_n$. The middle term is back, and $\xi=10$ nm. A direct linear solution of the ladder gave a decay rate within 4% of this recursion's. This result depends on the number of chains being even. With $M$ chains in a flat strip, joined by rungs between adjacent chains only, each sublattice has $M$ growth rates at $E=0$, and they are placed symmetrically about zero. For odd $M$ one of them vanishes and the square-root behaviour returns. This needs the two sublattices. Three chains coupled as a triangle contain odd rings, have no zero rate, and give $\xi\approx9$ nm.
- **Field.** A modest 0.01 MV/cm tilts the site energies by 33 meV over 33 nm, about half of $\sigma^2t$.

The film breaks the geometry most of all. It is a three-dimensional network, so none of these chain lengths predicts its mobility. The square-root law was derived here for a single chain with pure, independent, undimerized nearest-neighbour hopping disorder, probed coherently at its band centre. It also survives in a flat strip of an odd number of such chains. The numerical output below gives the remaining values.

## Table of computed values

```
TESTS
sigma of ln t, box hoppings 0.5 to 1.5: 0.3079
zero mode, largest amplitude error: 1.2e-15
transmission, largest error: 1.6e-15
mean ln T, 400 bonds, sampled: -8.556
mean ln T, 400 bonds, law: -8.44
mean T, 400 bonds, sampled: 0.131
mean T, 400 bonds, law: 0.13
drop from peak, 50 to 200 sites, sampled: 3.29
drop from peak, 50 to 200 sites, law: 3.47
gain of 1/gamma, E 1e-3 to 1e-9, sampled: 13.5 sites
gain of 1/gamma, E 1e-3 to 1e-9, law: 13.8 sites
log growth ratio at 4x length, pure hopping: 1.94
log growth ratio at 4x length, site disorder: 3.94
gamma for alternation 0.10: 0.0499 per site
gamma of ladder, recursion: 0.0325 per site
gamma of ladder, linear solve: 0.0337 per site
EXAMPLE
site spacing: 0.33 nm
effective mass: 0.34 electron masses
spread of distance: 0.025 nm
decay length of hopping: 0.1 nm
hopping t: 1.03 eV
sigma of ln t: 0.25
disorder energy sigma^2 t: 64.3 meV
length 33 nm, 100 bonds:
  mean size of log-amplitude change: 1.995
  typical amplitude factor: 0.136
  factor from the peak, leading law: 0.0185
  false exponential law from 33 nm: 0.136
  typical T: 0.0576
  mean T: 0.301
length 132 nm, 400 bonds:
  mean size of log-amplitude change: 3.989
  typical amplitude factor: 0.0185
  factor from the peak, leading law: 0.000343
  false exponential law from 33 nm: 0.000343
  typical T: 0.0012
  mean T: 0.157
length 528 nm, 1600 bonds:
  mean size of log-amplitude change: 7.979
  typical amplitude factor: 0.000343
  factor from the peak, leading law: 1.17e-07
  false exponential law from 33 nm: 1.38e-14
  typical T: 4.4e-07
  mean T: 0.0795
NEGLECTED EFFECTS (xi = amplitude decay length)
xi at E = 1 ueV: 64 nm
xi at E = 1 meV: 29 nm
xi at E = kT, 300 K: 15 nm
xi at E = 0, site disorder 0.10 eV: 14 nm
xi 0.10 eV above clean band bottom: 2.1 nm
xi at E = 0, two coupled chains: 10 nm
largest standard error of these xi: 0.98 %
kT at 300 K: 25.9 meV
thermal length 2ta/kT: 26.3 nm
tilt over 33 nm at 0.01 MV/cm: 33 meV
band centre above clean band bottom: 2.06 eV
```
